# A suddenly started hydrogen atom: electron survival and the start-up force: a program that tests the result

```python
# Result under test: a hydrogen nucleus suddenly set moving at velocity v (atomic
# units) keeps its electron in the co-moving 1s state with probability
#     P(v) = 1 / (1 + v^2/4)^4,   P(1) = 0.4096.
# The rest of the electron's state produces a start-up transient: a retarding force
# S(t) = -<z/r^3> on the nucleus although there is no target at all.
# Symbols: r, z = electron position relative to the nucleus; l = angular momentum;
# S = apparent stopping force; W = work done by the nucleus on the electron.
# Internal units are atomic units; printed units are eV, nm, fs, keV.
import numpy as np
from scipy import constants as const
from scipy.integrate import dblquad, cumulative_trapezoid
from scipy.linalg import eigh
from scipy.special import roots_jacobi, eval_legendre, spherical_jn
from pyscf import gto, scf, dft

pc = const.physical_constants
HARTREE = pc["Hartree energy in eV"][0]
BOHR = pc["Bohr radius"][0] * 1e9
FS = pc["atomic unit of time"][0] * 1e15
PROTON = pc["proton-electron mass ratio"][0]
ALPHA = const.fine_structure
FORCE = HARTREE / BOHR


def survival(v):
    return 1.0 / (1.0 + v * v / 4.0) ** 4


def radial_mesh(radius, n):
    """Gauss-Lobatto mesh on (0, radius): points, weights, kinetic matrix."""
    x = np.concatenate(([-1.0], np.sort(roots_jacobi(n - 1, 1, 1)[0]), [1.0]))
    p = eval_legendre(n, x)
    w = 2.0 / (n * (n + 1) * p**2)
    gap = x[:, None] - x[None, :]
    np.fill_diagonal(gap, 1.0)
    d = p[:, None] / p[None, :] / gap
    np.fill_diagonal(d, 0.0)
    d[0, 0], d[-1, -1] = -n * (n + 1) / 4.0, n * (n + 1) / 4.0
    jac = radius / 2.0
    kin = 0.5 * (d.T * (w / jac)) @ d
    weight = w * jac
    kin = kin / np.sqrt(np.outer(weight, weight))
    return (jac * (1 + x))[1:-1], weight[1:-1], kin[1:-1, 1:-1]


def hamiltonian(r, kin, l):
    return kin + np.diag(l * (l + 1) / (2 * r**2) - 1.0 / r)


def cos_coupling(l):
    return (l + 1) / np.sqrt((2 * l + 1) * (2 * l + 3))


def kicked_state(r, weight, v, lmax):
    """Partial waves of exp(-i v z) times the 1s function."""
    ground = 2 * r * np.exp(-r) * np.sqrt(weight)
    return [(-1j) ** l * np.sqrt(2 * l + 1) * spherical_jn(l, v * r) * ground
            for l in range(lmax + 1)]


def decompose(radius, n, v, lmax):
    r, weight, kin = radial_mesh(radius, n)
    start = kicked_state(r, weight, v, lmax)
    levels, vectors, amps = [], [], []
    for l in range(lmax + 1):
        e, u = eigh(hamiltonian(r, kin, l))
        levels.append(e)
        vectors.append(u)
        amps.append(u.T @ start[l])
    return r, levels, vectors, amps


# ---- survival probability from its definition, at three velocities
for speed in (0.5, 1.0, 2.0):
    amp, _ = dblquad(lambda c, r: 2 * r * r * np.exp(-2 * r) * np.cos(speed * r * c),
                     0, 25, -1, 1, epsabs=1e-9, epsrel=1e-9)
    assert abs(amp**2 - survival(speed)) < 1e-6
    if speed == 1.0:
        amp_one = amp

# ---- exact spectral content of the kicked state
v, LMAX = 1.0, 12
r, levels, vectors, amps = decompose(100.0, 200, v, LMAX)
norm = sum(np.sum(abs(b) ** 2) for b in amps)
mean_energy = sum(np.sum(e * abs(b) ** 2) for e, b in zip(levels, amps))
p_ground = abs(amps[0][0]) ** 2
p_n2 = abs(amps[0][1]) ** 2 + abs(amps[1][0]) ** 2
p_ion = sum(np.sum(abs(b[e > 0]) ** 2) for e, b in zip(levels, amps))
assert abs(norm - 1) < 1e-5
assert abs(levels[0][0] + 0.5) < 1e-6
assert abs(p_ground - survival(v)) < 1e-5
assert abs(mean_energy - (-0.5 + v * v / 2)) < 1e-3
_, lev_b, _, amp_b = decompose(70.0, 160, v, LMAX)
p_ion_b = sum(np.sum(abs(b[e > 0]) ** 2) for e, b in zip(lev_b, amp_b))
assert abs(p_ion - p_ion_b) < 0.01   # a finite box blurs the ionisation threshold

# ---- time evolution: force on the nucleus and lag of the electron
dt = 0.05
t = np.arange(0, 60 + dt / 2, dt)
force, z_mean = np.zeros(t.size), np.zeros(t.size)
previous = None
for l in range(LMAX + 1):
    wave = vectors[l] @ (np.exp(-1j * np.outer(levels[l], t)) * amps[l][:, None])
    if previous is not None:
        overlap = np.real(np.conj(previous) * wave)
        g = 2 * cos_coupling(l - 1)
        force -= g * ((1 / r**2) @ overlap)
        z_mean += g * (r @ overlap)
    previous = wave
impulse = cumulative_trapezoid(force, t, initial=0)
work = v * impulse
velocity = np.gradient(z_mean, dt)
early = (t > 0.2) & (t < 25)
assert abs(force[0]) < 1e-8
assert np.max(abs(velocity[early] - (-v + impulse[early]))) < 5e-3
k_peak = int(np.argmax(force))

# ---- late ringing compared with the 1s-2p coherence alone
element = np.sum(vectors[0][:, 0] * vectors[1][:, 0] / r**2)
omega = levels[1][0] - levels[0][0]
ring = -2 * cos_coupling(0) * element * np.real(
    np.conj(amps[0][0]) * amps[1][0] * np.exp(-1j * omega * t))
period = 2 * np.pi / omega
late = t > t[-1] - 2 * period
correlation = np.corrcoef(force[late], ring[late])[0, 1]
late_mean = np.mean(force[late])
assert correlation > 0.8
assert abs(late_mean) < 0.1 * force[k_peak]


# ---- constant acceleration to v during a ramp of finite duration
def ramp_survival(duration, lmax):
    rr, ww, kin = radial_mesh(50.0, 90)
    m = rr.size
    h = np.zeros((m * (lmax + 1), m * (lmax + 1)))
    for l in range(lmax + 1):
        a = slice(l * m, (l + 1) * m)
        h[a, a] = hamiltonian(rr, kin, l)
        if l < lmax:
            b = slice((l + 1) * m, (l + 2) * m)
            h[a, b] = h[b, a] = np.diag(v / duration * cos_coupling(l) * rr)
    ground = np.zeros(h.shape[0])
    ground[:m] = 2 * rr * np.exp(-rr) * np.sqrt(ww)
    e, u = eigh(h)
    return abs(np.sum((u.T @ ground) ** 2 * np.exp(-1j * e * duration))) ** 2


p_sudden = ramp_survival(0.01, 12)
assert abs(p_sudden - survival(v)) < 1e-3
ramps_fs = (0.01, 0.05, 0.1, 0.2, 0.5)
ramp_p = [ramp_survival(x / FS, 12) for x in ramps_fs]
assert abs(ramp_survival(ramps_fs[-1] / FS, 9) - ramp_p[-1]) < 0.01
assert ramp_p[-1] > 0.9

# ---- orbital of the local spin-density approximation instead of the true 1s
mol = gto.M(atom="H 0 0 0", spin=1, basis="aug-cc-pvqz", verbose=0)
lsda = dft.UKS(mol)
lsda.xc = "lda,pw"
lsda.kernel()
hf = scf.UHF(mol)
hf.kernel()
assert lsda.converged and hf.converged
grid = dft.gen_grid.Grids(mol)
grid.level = 5
grid.build()
ao = dft.numint.eval_ao(mol, grid.coords)


def orbital_survival(mf):
    density = (ao @ mf.mo_coeff[0][:, 0]) ** 2
    return np.sum(grid.weights * density * np.cos(v * grid.coords[:, 2])) ** 2


p_hf, p_lsda = orbital_survival(hf), orbital_survival(lsda)
assert abs(p_hf - survival(v)) < 2e-3   # finite Gaussian basis

# ---- static Thomas-Fermi screening at a rough silicon valence density
density_nm3 = 200.0
k_fermi = (3 * np.pi**2 * density_nm3 * BOHR**3) ** (1 / 3)
kappa = np.sqrt(4 * k_fermi / np.pi)
rs, ws, ks = radial_mesh(150.0, 240)
e_scr, u_scr = eigh(ks + np.diag(-np.exp(-kappa * rs) / rs))
assert e_scr[0] < 0
p_scr = np.sum(u_scr[:, 0] ** 2 * np.sin(v * rs) / (v * rs)) ** 2

# ---- output
energy_kev = 0.5 * PROTON * v**2 * HARTREE / 1e3
si_rough = 100.0
print(f"nuclear velocity: {v:.1f} atomic unit = {v * BOHR / FS:.3f} nm/fs")
print(f"proton kinetic energy: {energy_kev:.2f} keV")
print(f"overlap amplitude by quadrature: {amp_one:.4f}")
print(f"survival probability, formula: {survival(v):.4f}")
print(f"survival probability, radial mesh: {p_ground:.4f}")
for e_kev in (1.0, 100.0):
    vv = np.sqrt(2 * e_kev * 1e3 / HARTREE / PROTON)
    print(f"proton {e_kev:.0f} keV: v = {vv:.3f} a.u., survival = {survival(vv):.4f}")
print(f"probability of n = 2: {p_n2:.3f}")
print(f"probability of ionisation: {p_ion:.2f}")
print(f"probability of bound n > 2: {1 - p_ground - p_n2 - p_ion:.2f}")
print(f"1s energy: {levels[0][0] * HARTREE:.2f} eV")
print(f"mean excitation v^2/2: {0.5 * v * v * HARTREE:.2f} eV")
print(f"mean energy in nuclear frame, mesh: {mean_energy * HARTREE:.3f} eV")
print(f"mean excitation of the non-1s part: "
      f"{0.5 * v * v * HARTREE / (1 - survival(v)):.1f} eV")
print(f"peak apparent stopping force: {force[k_peak] * FORCE:.0f} eV/nm")
print(f"time of peak: {t[k_peak] * FS:.3f} fs")
print(f"path at peak: {v * t[k_peak] * BOHR:.3f} nm")
print(f"rough silicon stopping power (input): {si_rough:.0f} eV/nm")
print(f"peak force / rough silicon value: {force[k_peak] * FORCE / si_rough:.1f}")
for x in (0.02, 0.05, 0.1, 0.2, 0.4, 0.8, 1.2):
    s_x, w_x = np.interp(x / FS, t, force), np.interp(x / FS, t, work)
    print(f"t = {x:.2f} fs: S = {s_x * FORCE:.1f} eV/nm, W = {w_x * HARTREE:.2f} eV")
print(f"largest work in the run: {work.max() * HARTREE:.1f} eV")
print(f"1s-2p ringing period: {period * FS:.3f} fs")
print(f"path per ringing period: {v * period * BOHR:.3f} nm")
print(f"1s-2p ringing amplitude: {np.max(abs(ring)) * FORCE:.1f} eV/nm")
print(f"correlation of late force with 1s-2p part: {correlation:.3f}")
print(f"mean force over last two periods: {late_mean * FORCE:.2f} eV/nm")
print(f"survival, accelerated frame, ramp {0.01 * FS:.5f} fs: {p_sudden:.4f}")
for x, p in zip(ramps_fs, ramp_p):
    print(f"ramp {x:.2f} fs, path {0.5 * v * x / FS * BOHR:.3f} nm: survival {p:.3f}")
print(f"survival with Hartree-Fock orbital (basis check): {p_hf:.4f}")
print(f"survival with LSDA orbital: {p_lsda:.4f}")
print(f"electron/proton mass ratio: {1 / PROTON:.2e}")
print(f"largest work / proton energy: {work.max() * HARTREE / energy_kev / 1e3:.1e}")
print(f"(v/c)^2: {(v * ALPHA) ** 2:.1e}")
print(f"rough silicon valence density (input): {density_nm3:.0f} electrons/nm^3")
print(f"Thomas-Fermi screening length: {BOHR / kappa:.4f} nm")
print(f"binding energy in screened potential: {-e_scr[0] * HARTREE:.3f} eV")
print(f"survival in screened potential: {p_scr:.4f}")
print("done: every assertion held")
```

Output:

```
nuclear velocity: 1.0 atomic unit = 2.188 nm/fs
proton kinetic energy: 24.98 keV
overlap amplitude by quadrature: 0.6400
survival probability, formula: 0.4096
survival probability, radial mesh: 0.4096
proton 1 keV: v = 0.200 a.u., survival = 0.9610
proton 100 keV: v = 2.001 a.u., survival = 0.0624
probability of n = 2: 0.088
probability of ionisation: 0.45
probability of bound n > 2: 0.05
1s energy: -13.61 eV
mean excitation v^2/2: 13.61 eV
mean energy in nuclear frame, mesh: -0.000 eV
mean excitation of the non-1s part: 23.0 eV
peak apparent stopping force: 143 eV/nm
time of peak: 0.024 fs
path at peak: 0.053 nm
rough silicon stopping power (input): 100 eV/nm
peak force / rough silicon value: 1.4
t = 0.02 fs: S = 140.5 eV/nm, W = 4.31 eV
t = 0.05 fs: S = 109.1 eV/nm, W = 12.93 eV
t = 0.10 fs: S = 29.1 eV/nm, W = 20.02 eV
t = 0.20 fs: S = -12.8 eV/nm, W = 20.27 eV
t = 0.40 fs: S = 5.4 eV/nm, W = 17.29 eV
t = 0.80 fs: S = -3.3 eV/nm, W = 17.73 eV
t = 1.20 fs: S = -5.6 eV/nm, W = 17.58 eV
largest work in the run: 21.9 eV
1s-2p ringing period: 0.405 fs
path per ringing period: 0.887 nm
1s-2p ringing amplitude: 17.0 eV/nm
correlation of late force with 1s-2p part: 0.973
mean force over last two periods: 0.53 eV/nm
survival, accelerated frame, ramp 0.00024 fs: 0.4096
ramp 0.01 fs, path 0.011 nm: survival 0.412
ramp 0.05 fs, path 0.055 nm: survival 0.460
ramp 0.10 fs, path 0.109 nm: survival 0.558
ramp 0.20 fs, path 0.219 nm: survival 0.743
ramp 0.50 fs, path 0.547 nm: survival 0.963
survival with Hartree-Fock orbital (basis check): 0.4095
survival with LSDA orbital: 0.3762
electron/proton mass ratio: 5.45e-04
largest work / proton energy: 8.8e-04
(v/c)^2: 5.3e-05
rough silicon valence density (input): 200 electrons/nm^3
Thomas-Fermi screening length: 0.0479 nm
binding energy in screened potential: 0.057 eV
survival in screened potential: 0.0100
done: every assertion held
```
